\section*{Tafel slopes of hydrogen evolution at low and high coverage}

\section{The problem}

Hydrogen evolves on an electrode through three elementary steps, where $*$ is an empty surface site and $\mathrm{H}^*$ an adsorbed atom:
\begin{align*}
\text{Volmer:}\quad & \mathrm{H^+}+e^-+{*}\rightleftharpoons \mathrm{H}^*,\\
\text{Heyrovsky:}\quad & \mathrm{H}^*+\mathrm{H^+}+e^-\rightleftharpoons \mathrm{H_2}+{*},\\
\text{Tafel:}\quad & 2\mathrm{H}^*\rightleftharpoons \mathrm{H_2}+2\,{*}.
\end{align*}
The Tafel slope $b$ is the increase of overpotential that raises the current density $j$ tenfold. Find $b$ at 298.15 K when each step in turn is slow and the coverage $\theta$ of $\mathrm{H}^*$ is small. Then find what becomes of each slope when $\theta$ is close to one.

The overpotential $\eta$ is measured from the equilibrium potential of the $\mathrm{H^+/H_2}$ couple at the working pH and an $\mathrm{H_2}$ pressure of 1 bar. It is negative for hydrogen evolution, and $x=e|\eta|/k_BT$ is its size in thermal units, with $e>0$. Since $|\eta|=(k_BT/e)\,x$ and $\log_{10}j=\ln j/\ln 10$,
\begin{equation}
b=\frac{d|\eta|}{d\log_{10}j}=\frac{\ln 10\;k_BT}{e\,A},\qquad A=\frac{d\ln j}{dx}.
\label{b}
\end{equation}
At 298.15 K, $k_BT=25.69$ meV and $\ln10\,k_BT/e=59.16$ mV, so the task is to find $A$. Volts, electronvolts and seconds are used, since atomic units are unnatural here.

\section{A tempting solution}

A fraction $\alpha$ of the electrical energy $e|\eta|$ lowers the barrier of an electron-transfer step. Take $\alpha=1/2$.

If the Volmer step is slow, $j\propto e^{\alpha x}$, with the number of empty sites as a prefactor. Hence $A=1/2$ and $b=118$ mV per decade.

If a later step is slow, the Volmer step is in equilibrium. It takes up one electron, so $\theta=Ke^{x}$ with a constant $K$. The Heyrovsky rate is then
\[
j\propto\theta e^{\alpha x}=Ke^{(1+\alpha)x},\qquad A=\tfrac32,\qquad b=39\ \text{mV per decade},
\]
and the Tafel rate is
\[
j\propto\theta^2=K^2e^{2x},\qquad A=2,\qquad b=30\ \text{mV per decade}.
\]
A surface that binds hydrogen more strongly has a larger coverage because $K$ is larger. But $K$ is a prefactor: it shifts $\ln j$ and leaves its derivative alone. The three slopes are therefore the same at high coverage.

\section{Where it fails}

Put in a number. For $K=4.16\times10^{-4}$ and $|\eta|=0.30$ V, $x=0.30/0.02569=11.68$ and $Ke^x=49$. A coverage cannot be 49. The Volmer step needs an empty site, so its equilibrium fixes $\theta/(1-\theta)$, not $\theta$. The two agree when $\theta\ll1$, which is why the three numbers are right at low coverage and the last conclusion is wrong.

There is a second, less visible fault. Under Volmer control the number of empty sites was treated as constant. Whether it is constant depends on which step removes $\mathrm{H}^*$, and the tempting solution never asked.

\section{Rates and detailed balance}

Assume equivalent sites, random mixing and no interaction between adsorbed atoms (the Langmuir model). Assume also that transport in the solution is fast, that the whole change of potential acts on electron transfer, and that both electron-transfer steps have the same $\alpha$. Let $k_V,k_H,k_T$ be forward rate constants at $\eta=0$, with the fixed $\mathrm{H^+}$ activity absorbed, and $k_{-V},k_{-H},k_{-T}$ the reverse ones, with the fixed $\mathrm{H_2}$ pressure absorbed. The net rates per site are
\begin{align}
v_V&=k_Ve^{\alpha x}(1-\theta)-k_{-V}e^{-(1-\alpha)x}\theta,\label{vV}\\
v_H&=k_He^{\alpha x}\theta-k_{-H}e^{-(1-\alpha)x}(1-\theta),\label{vH}\\
v_T&=k_T\theta^2-k_{-T}(1-\theta)^2.\label{vT}
\end{align}
The forward barrier falls by $\alpha e|\eta|$ and the reverse barrier rises by $(1-\alpha)e|\eta|$, so their difference changes by the full $e|\eta|$. The Tafel step transfers no electron and has no such factor.

The reverse constants are not free. Let $\Delta G$ be the free energy of adsorption per atom relative to $\tfrac12\mathrm{H_2}$, without the entropy of distributing atoms over sites, and let $K=e^{-\Delta G/k_BT}$. At $x=0$ the system is in equilibrium with $\theta/(1-\theta)=K$, and each net rate must vanish separately. Equations \eqref{vV}--\eqref{vT} then give
\begin{equation}
k_{-V}=k_V/K,\qquad k_{-H}=k_HK,\qquad k_{-T}=k_TK^2 .
\label{db}
\end{equation}

One Tafel event removes two atoms, so a steady coverage requires $v_V=v_H+2v_T$. With $N$ sites per unit area the current density is
\begin{equation}
j=eN(v_V+v_H)=2eN(v_H+v_T),
\label{j}
\end{equation}
which is two electrons per $\mathrm{H_2}$. If one removal path is closed, $j$ is a constant times the rate of the slow step, and the constant drops out of $A$.

\section{The coverage set by the fast step}

Call a step fast when its forward and reverse fluxes are each much larger than the net rate that the slow step allows; their difference is then small and the two are nearly equal. A large rate constant alone does not ensure this at every $x$, and the last section gives the condition for one case, a fast Volmer step ahead of a slow Heyrovsky step. Equating them and using \eqref{db} gives, for the three possible fast steps,
\begin{align}
\text{Volmer:}\quad& e^{\alpha x}(1-\theta)=K^{-1}e^{-(1-\alpha)x}\theta
&&\Rightarrow\ \frac{\theta}{1-\theta}=Ke^{x},\label{isoV}\\
\text{Heyrovsky:}\quad& e^{\alpha x}\theta=Ke^{-(1-\alpha)x}(1-\theta)
&&\Rightarrow\ \frac{\theta}{1-\theta}=Ke^{-x},\label{isoH}\\
\text{Tafel:}\quad& \theta^2=K^2(1-\theta)^2
&&\Rightarrow\ \frac{\theta}{1-\theta}=K.\label{isoT}
\end{align}
A cathodic potential fills the surface through the Volmer step, empties it through the Heyrovsky step, and does not affect the Tafel equilibrium.

Take the logarithm of \eqref{isoV} and differentiate:
\[
\left(\frac1\theta+\frac1{1-\theta}\right)\frac{d\theta}{dx}=\frac{1}{\theta(1-\theta)}\frac{d\theta}{dx}=1
\quad\Rightarrow\quad \frac{d\ln\theta}{dx}=1-\theta .
\]
For \eqref{isoH} the right-hand side is $-1$, so $d\theta/dx=-\theta(1-\theta)$ and
\[
\frac{d\ln(1-\theta)}{dx}=-\frac{1}{1-\theta}\frac{d\theta}{dx}=\theta .
\]

\section{The slopes}

Far from equilibrium the reverse flux of the slow step is negligible. Its forward flux gives:
\begin{align}
\text{Volmer slow, Tafel fast:}\quad & j\propto(1-\theta)e^{\alpha x}, & A&=\alpha,\label{A1}\\
\text{Volmer slow, Heyrovsky fast:}\quad & j\propto(1-\theta)e^{\alpha x}, & A&=\alpha+\theta,\label{A2}\\
\text{Heyrovsky slow, Volmer fast:}\quad & j\propto\theta e^{\alpha x}, & A&=\alpha+1-\theta,\label{A3}\\
\text{Tafel slow, Volmer fast:}\quad & j\propto\theta^2, & A&=2(1-\theta).\label{A4}
\end{align}
With $\alpha=1/2$, equation \eqref{b} turns these into slopes in mV per decade:
\begin{center}
\begin{tabular}{lcc}
Slow step (fast step) & $\theta\to0$ & $\theta\to1$\\
\hline
Volmer (Tafel) & 118 & 118\\
Volmer (Heyrovsky) & 118 & 39\\
Heyrovsky (Volmer) & 39 & 118\\
Tafel (Volmer) & 30 & diverges
\end{tabular}
\end{center}
The low-coverage values round to 120, 40 and 30. They are proportional to $T$ as long as $\alpha$ does not depend on $T$, and the first two also depend on $\alpha$. In each row the third step is closed. The table leaves out the two pairs in which the Volmer step is the negligible one and $\mathrm{H}^*$ comes from the reverse Tafel step. Slow Heyrovsky with \eqref{isoT} gives $A=\alpha$ at any coverage. Slow Tafel with \eqref{isoH} gives $j\propto(1-\theta)^2$ and $A=2\theta$, so 30 mV per decade then appears at high coverage and the divergence at low coverage.

At high coverage each change has a plain cause. Under Heyrovsky control a full surface cannot gain more $\mathrm{H}^*$, so the potential acts through the barrier alone. Under Tafel control nothing is left for the potential to act on, and the current saturates at $2eNk_T$. Under Volmer control with a fast Heyrovsky step, the scarce resource is the empty site. Their number grows as $e^x$ because the potential strips atoms off, and this adds one to $A$.

\section{How far from equilibrium?}

The reverse flux of the slow step, divided by its forward flux, follows from \eqref{db} and the coverage. For slow Heyrovsky it is
\[
Ke^{-x}\,\frac{1-\theta}{\theta}=Ke^{-x}\,\frac{e^{-x}}{K}=e^{-2x}.
\]
For slow Tafel it is $K^2(1-\theta)^2/\theta^2=e^{-2x}$. For slow Volmer it is $K^{-1}e^{-x}\theta/(1-\theta)$, which equals $e^{-2x}$ with \eqref{isoH} and $e^{-x}$ with \eqref{isoT}. The net rate therefore carries a factor $1-e^{-mx}$, which adds
\begin{equation}
\frac{d}{dx}\ln(1-e^{-mx})=\frac{m}{e^{mx}-1}
\label{back}
\end{equation}
to $A$, with $m=1$ for Volmer control with a fast Tafel step and $m=2$ in the other cases. At 0.10 V, $e^x=49$. For $m=1$ the addition is $1/48=0.021$, and the slope is $59.16/0.521=113.6$ instead of 118.3 mV per decade. For $m=2$ it is below $10^{-3}$.

\section{A worked example}

Take $\Delta G=+0.20$ eV, so that $K=4.16\times10^{-4}$, and $N=10^{15}\ \mathrm{cm^{-2}}$. Let the Volmer step be fast, $k_V=10^4\ \mathrm{s^{-1}}$, and open one removal path at a time, with $k_H=1\ \mathrm{s^{-1}}$ or $k_T=1\ \mathrm{s^{-1}}$. These are round model values. By \eqref{isoV} the surface is half full when $Ke^x=1$, that is at $e|\eta|=\Delta G$, or 0.20 V. The full steady state, with all reverse rates kept, gives:
\begin{center}
\begin{tabular}{cccc}
$|\eta|$ (V) & $\theta$ & $b$, Heyrovsky slow & $b$, Tafel slow\\
\hline
0.10 & 0.020 & 39.95 & 30.2\\
0.15 & 0.125 & 43.0 & 33.8\\
0.20 & 0.500 & 59.2 & 59.2\\
0.30 & 0.980 & 113.8 & 1480
\end{tabular}
\end{center}
with $b$ in mV per decade. The formulas reproduce the entries. At 0.10 V, \eqref{A3} and \eqref{back} give $A=0.5+0.980+0.001=1.481$ and $b=59.16/1.481=39.95$, as in the table. At 0.30 V, \eqref{A4} gives $A=2\times0.020=0.040$ and $b\approx1480$.

The current can be checked too. At 0.20 V, $x=7.78$ and $e^{x/2}=49$, so Heyrovsky control gives
\[
j=2eNk_He^{x/2}\theta=(3.204\times10^{-4})(49)(0.5)=7.85\times10^{-3}\ \mathrm{A\,cm^{-2}},
\]
as the full steady state does. Under Tafel control the current at 0.40 V is $3.202\times10^{-4}\ \mathrm{A\,cm^{-2}}$, just below the saturation value $2eNk_T=3.204\times10^{-4}\ \mathrm{A\,cm^{-2}}$.

For Volmer control at high coverage take $\Delta G=-0.20$ eV and $k_V=1\ \mathrm{s^{-1}}$. With a fast Tafel step ($k_T=10^6\ \mathrm{s^{-1}}$) the coverage stays at 0.9996. The current rises from $2.287\times10^{-5}$ to $1.602\times10^{-4}\ \mathrm{A\,cm^{-2}}$ between 0.30 and 0.40 V, a slope of $100/\log_{10}(7.005)=118.3$ mV per decade. With a fast Heyrovsky step instead ($k_H=10^4\ \mathrm{s^{-1}}$) the coverage falls from 0.980 at 0.10 V to 0.020 at 0.30 V, and the slope climbs from 39.95 to 113.8 mV per decade.

\section{What a slope can and cannot tell}

The last pair of slopes also appears in the table for slow Heyrovsky. To see why, close the Tafel path and write $a_V=k_Ve^{\alpha x}$, $a_{-V}=k_{-V}e^{-(1-\alpha)x}$, and likewise $a_{\pm H}$. Setting $v_V=v_H$ gives
\[
\theta=\frac{a_V+a_{-H}}{S},\qquad 1-\theta=\frac{a_{-V}+a_H}{S},\qquad S=a_V+a_{-V}+a_H+a_{-H}.
\]
Insert these in $v_V=a_V(1-\theta)-a_{-V}\theta$. The terms $a_Va_{-V}$ cancel, and
\begin{equation}
j=2eN\,\frac{a_Va_H-a_{-V}a_{-H}}{S}.
\label{VH}
\end{equation}
Exchange $k_V$ with $k_H$ and replace $\Delta G$ by $-\Delta G$. Then $K\to1/K$, so \eqref{db} exchanges the reverse constants as well. The current is unchanged, while $\theta$ becomes $1-\theta$. Within this model a weakly binding surface under Heyrovsky control and a strongly binding one under Volmer control can have identical polarization curves. A measurement of coverage would separate them, except at a potential where $\theta=1/2$ (near 0.20 V for the pair above), since there $\theta$ and $1-\theta$ coincide.

Equation \eqref{VH} also shows what happens when neither step is fast. At large $x$ the reverse terms vanish and
\[
j\to2eN\,\frac{k_Vk_H}{k_V+k_H}\,e^{\alpha x},\qquad \theta\to\frac{k_V}{k_V+k_H}.
\]
The slope is 118 mV per decade for any ratio $k_V/k_H$. In this large-$x$ limit, $k_V=k_H$ makes both steps limit the current equally, at half coverage. This slope alone is no proof of Volmer control.

\section{When the regimes end}

Heyrovsky control with an equilibrated Volmer step requires $a_H\ll a_{-V}$, which by \eqref{db} means $Ke^x\ll k_V/k_H$. If $K$ is not small against $k_V/k_H$, this fails at every cathodic potential and the regime is absent. Otherwise there are two routes. If $K\ll k_V/k_H\ll1$, the condition fails while the surface is still nearly empty, and the 39 mV line gives way to Volmer control at low coverage. If $k_V/k_H\gg1$, the surface fills first. Both routes lead to 118 mV per decade.

Volmer control with an equilibrated Tafel step also ends. The Volmer rate grows with $x$, but with the Heyrovsky path closed \eqref{vT} and \eqref{j} do not allow $j$ to exceed $2eNk_T$.

Volmer control with a fast Heyrovsky step is sensitive to the Tafel path. By \eqref{isoH}, $\theta/(1-\theta)<K$, so an open Tafel step runs backward and supplies $\mathrm{H}^*$ from $\mathrm{H_2}$ at a rate close to $k_TK^2(1-\theta)^2$. Since $j=2eN(v_V-v_T)$, equation \eqref{A2} needs $k_TK^2(1-\theta)\ll k_Ve^{\alpha x}$, which is demanding when $K$ is large. In the example with $\Delta G=-0.20$ eV, $k_V=1$ and $k_H=10^4\ \mathrm{s^{-1}}$, a value $k_T=10^{-4}\ \mathrm{s^{-1}}$ already changes the slope from 39.95 to 33 mV per decade at 0.10 V and from 113.8 to 267 at 0.30 V.

If both removal paths are open behind a fast Volmer step, $j\propto v_H+v_T$, and differentiating the sum gives
\[
A=\frac{v_HA_H+v_TA_T}{v_H+v_T},
\]
where $A_H$ and $A_T$ are the coefficients \eqref{A3} and \eqref{A4} with the addition \eqref{back}. Take $\Delta G=+0.20$ eV, $k_V=10^4$, $k_T=1$ and $k_H=10^{-4}\ \mathrm{s^{-1}}$. The slope is 30 mV per decade at 0.10 V and about 1050 at 0.30 V, where the Tafel path is saturating. The Heyrovsky path keeps growing: it carries 63\% of the $\mathrm{H_2}$ at 0.50 V and 92\% at 0.60 V, and the slope falls to 189 and then 128 mV per decade. On a full surface $v_T$ cannot exceed $k_T$ while $v_H$ grows as $k_He^{\alpha x}$, so any $k_H>0$ cuts off the divergence. It does so while the Heyrovsky path is still minor. On a nearly full surface with $v_H\ll v_T$ the weighted formula gives $A\approx\alpha(k_H/k_T)e^{\alpha x}+2e^{-x}/K$. This is smallest, and the slope largest, where $\alpha^2(k_H/k_T)e^{\alpha x}=2e^{-x}/K$. In the example the peak lies near 0.33 V, at about 1430 mV per decade, where $k_He^{\alpha x}/k_T$ is only 0.06. The slope approaches 118 mV per decade only after $k_He^{\alpha x}$ has overtaken $k_T$. A smaller $k_H$ lets the slope climb higher first: with $k_H=10^{-8}\ \mathrm{s^{-1}}$ the peak lies near 0.48 V, where $A\approx10^{-4}$ and the slope is about $6\times10^{5}$ mV per decade.

All these results rest on the Langmuir model, on a constant $\alpha$ and on fast transport in the solution. The last can fail on an active electrode. If all three steps are fast and diffusion removes the $\mathrm{H_2}$, its pressure at the surface grows as $e^{2x}$, so $j\propto e^{2x}-1$ and the slope tends to 30 mV per decade without Tafel control. If adsorbed atoms interact, $\Delta G$ and the barriers depend on $\theta$, and the derivatives above must be taken again with that dependence included. The numerical check compares \eqref{A1}--\eqref{A4}, with \eqref{back} added, with slopes of the full steady state for two values of $\alpha$ and for coverages from nearly empty to nearly full.

\section*{Numbers as computed}
\begin{verbatim}
T = 298.15 K, kT = 25.693 meV, alpha = 0.5
ln(10) kT/e = 59.16 mV/decade
site density = 1.0e+15 per cm^2
K at dG=+0.20 eV = 4.162e-04; at -0.20 eV = 2402.7
case X|Y: X slow, Y equilibrated (V Volmer, H Heyrovsky, T Tafel)
limiting slopes in mV/decade: low coverage, high coverage
  V|T: 118.32, 118.32
  V|H: 118.32, 39.44
  H|V: 39.44, 118.32
  T|V: 29.58, diverges
columns: |eta| V, theta, j A/cm^2, b steady state, b derived (mV/dec)
V|T dG=+0.20 eV; kV,kH,kT = 1e+00, 0, 1e+12 /s; min control 1.0000
  0.10 0.000416 1.098e-03 113.59 113.59
  0.15 0.000416 2.958e-03 117.63 117.63
  0.20 0.000416 7.847e-03 118.22 118.22
  0.30 0.000416 5.496e-02 118.32 118.32
  0.40 0.000417 3.848e-01 118.32 118.32
V|T dG=-0.20 eV; kV,kH,kT = 1e+00, 0, 1e+06 /s; min control 1.0000
  0.10 0.999584 4.571e-07 113.59 113.59
  0.15 0.999584 1.231e-06 117.63 117.63
  0.20 0.999584 3.266e-06 118.22 118.22
  0.30 0.999584 2.287e-05 118.32 118.32
  0.40 0.999584 1.602e-04 118.32 118.32
V|H dG=-0.20 eV; kV,kH,kT = 1e+00, 1e+04, 0 /s; min control 0.9999
  0.10 0.980007 4.483e-05 39.95 39.95
  0.15 0.875021 7.419e-04 43.024 43.024
  0.20 0.500025 7.853e-03 59.161 59.159
  0.30 0.020089 1.078e-01 113.77 113.77
  0.40 0.000516 7.695e-01 118.22 118.22
H|V dG=+0.20 eV; kV,kH,kT = 1e+04, 1e+00, 0 /s; min control 0.9999
  0.10 0.019993 4.483e-05 39.95 39.95
  0.15 0.124979 7.419e-04 43.024 43.024
  0.20 0.499975 7.853e-03 59.161 59.159
  0.30 0.979911 1.078e-01 113.77 113.77
  0.40 0.999484 7.695e-01 118.22 118.22
T|V dG=+0.20 eV; kV,kH,kT = 1e+04, 0, 1e+00 /s; min control 1.0000
  0.10 0.019993 1.280e-07 30.17 30.17
  0.15 0.124981 5.005e-06 33.804 33.804
  0.20 0.499999 8.011e-05 59.159 59.159
  0.30 0.980006 3.078e-04 1479.5 1479.5
  0.40 0.999584 3.202e-04 71094 71101
Tafel saturation current 2 e N kT = 3.2044e-04 A/cm^2
shared control, kV=kH=1 /s, dG=0, 0.50 V: theta=0.500, b=118.32 mV/dec, X_V=0.500, X_H=0.500
parallel removal, dG=+0.20 eV; kV,kH,kT = 1e4, 1e-4, 1 /s
columns: |eta| V, theta, Heyrovsky share, b steady, b derived (mV/dec)
  0.10 0.019993 0.0338 30.422 30.422
  0.20 0.499999 0.0097 59.159 59.159
  0.30 0.980006 0.0338 1052.2 1052.2
  0.40 0.999584 0.1938 605.86 605.86
  0.50 0.999991 0.6272 188.65 188.65
  0.60 1.000000 0.9217 128.36 128.36
\end{verbatim}
